# Why second-order desorption peaks shift with coverage and first-order peaks do not

**Q.** I load a surface with different amounts of hydrogen, heat it at a steady rate and record the H₂ pressure. On some surfaces the peak moves to lower temperature as I load more; on others it hardly moves. I was told that the moving peak means two atoms must recombine. Is that the reason?

**A.** It is part of the reason. What matters is how the desorption rate *per adsorbed atom* depends on coverage. Let \(\theta\) be the number of H atoms per surface site, \(\theta_0\) its initial value, and \(T=T_0+\beta t\) the ramp. The ideal rate law of order \(n\) is

\[
r=-\frac{d\theta}{dt}=\nu\,\theta^{n}e^{-x},\qquad x=\frac{E}{kT},
\]

with barrier \(E\) and prefactor \(\nu\) independent of coverage, no readsorption, and pumping fast enough for the pressure to follow \(r\). Since \(\theta\) is dimensionless, \(\nu\) is in s⁻¹ for either order; the factor 2 for two atoms leaving together is absorbed in it.

Dividing by \(\theta\) gives the rate per atom, \(\nu\theta^{n-1}e^{-x}\). For \(n=1\) an atom's chance of leaving does not depend on how many others are present. For \(n=2\) it is proportional to \(\theta\), as if the prefactor were \(\nu\theta\). A dilute layer then needs a higher temperature to empty at the same fractional rate.

**Q.** How does that turn into a condition for the maximum?

**A.** At the maximum, \(d\ln r/dT=0\). From \(\ln r=\ln\nu+n\ln\theta-E/kT\),

\[
\frac{d\ln r}{dT}=\frac{n}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}.
\]

The ramp gives \(d\theta/dT=-r/\beta=-(\nu/\beta)\theta^n e^{-x}\). Inserting this and setting the sum to zero,

\[
\frac{E}{kT_p^2}=n\,\frac{\nu}{\beta}\,\theta_p^{\,n-1}e^{-x_p},
\]

where the subscript \(p\) means "at the peak". The left side is the fractional gain per kelvin from the Boltzmann factor; the right side is the fractional loss from depletion. With

\[
y(T)=\frac{\nu}{\beta}\,\frac{kT^2}{E}\,e^{-x},
\]

the two conditions become

\[
n=1:\;\; y(T_p)=1,\qquad\qquad n=2:\;\; 2\,\theta_p\,y(T_p)=1 .
\]

The first contains no coverage. Because \(dx/d\ln T=-x\), we have \(d\ln y/d\ln T=x+2>0\), so \(y=1\) has one solution, the same for every \(\theta_0\). The first-order equation is also linear in \(\theta\): doubling \(\theta_0\) doubles the whole curve without moving it.

**Q.** The second condition contains the coverage left at the peak, which itself depends on temperature. Could the two dependences cancel?

**A.** They do not, but this has to be shown by eliminating \(\theta_p\). For \(n=2\), divide the rate equation by \(-\theta^2\):

\[
\frac{d}{dT}\frac1\theta=-\frac{1}{\theta^2}\frac{d\theta}{dT}=\frac{\nu}{\beta}e^{-x}
\;\;\Rightarrow\;\;
\frac1\theta=\frac1{\theta_0}+\frac{\nu}{\beta}I,\qquad I=\int_{T_0}^{T}e^{-E/kT'}dT'.
\]

Write the integral as \(I=g\,(kT^2/E)\,e^{-x}\), which defines \(g\). Then \((\nu/\beta)I=g\,y\). To bound \(g\), use \(e^{-E/kT'}=(kT'^2/E)\,\dfrac{d}{dT'}e^{-E/kT'}\) and integrate by parts:

\[
I=\left[\frac{kT'^2}{E}e^{-E/kT'}\right]_{T_0}^{T}-\int_{T_0}^{T}\frac{2kT'}{E}e^{-E/kT'}dT'.
\]

Both the lower boundary term and the last integral reduce the result, so \(0<g<1\). For a cold start the boundary term is negligible. The last integral is dominated by \(T'\) near \(T\), and is about \((2/x)I\), so \(g\approx1-2/x\) to leading order.

At the peak \(2y=1/\theta_p=1/\theta_0+g\,y\). Collecting \(y\),

\[
\boxed{\;\theta_0\,y(T_p)\,[2-g(T_p)]=1\;}\qquad
\theta_p=\frac{1}{2y}=\theta_0\left(1-\frac g2\right).
\]

Slightly more than half of the layer is still there at the peak. Setting \(g=1\) gives the usual Redhead form, \(\theta_0y=1\).

**Q.** And the direction of the shift?

**A.** We need the slope of \(y(2-g)\). From \(g=(E/kT^2)e^{x}I\), the prefactor contributes \(-(x+2)g\) to \(dg/d\ln T\). The integral contributes \(T e^{-x}\cdot(E/kT^2)e^{x}=x\). Thus

\[
\frac{dg}{d\ln T}=x-(x+2)g,
\]

and therefore

\[
\frac{d\ln[y(2-g)]}{d\ln T}=x+2-\frac{x-(x+2)g}{2-g}
=\frac{(x+2)(2-g)-x+(x+2)g}{2-g}=\frac{x+4}{2-g}>0 .
\]

The left side of the boxed condition rises steadily with temperature, so there is one maximum, provided the ramp starts where the rate is still rising and goes far enough. Raising \(\theta_0\) means that a smaller \(y(2-g)\), hence a lower \(T_p\), satisfies it. Differentiating \(\ln\theta_0+\ln[y(2-g)]=0\) along the solution,

\[
\frac{dT_p}{d\ln\theta_0}=-\,T_p\,\frac{2-g}{x_p+4}\;\approx\;-\frac{T_p}{x_p+2}.
\]

The approximation inserts \(g\approx1-2/x\): the fraction becomes \((x+2)/[x(x+4)]=(x+2)/[(x+2)^2-4]\), and the 4 is dropped.

**Q.** What size is this for hydrogen on silicon?

**A.** Take hydrogen on Si(100), whose removal frees sites for silane in low-temperature epitaxy. Rough values are \(E=2.5\) eV and \(\nu=10^{15}\) s⁻¹; let the ramp be 2 K/s.

The first-order condition \(y=1\) can be written \(x=\ln[\nu T/(\beta x)]\). At \(T=786.1\) K, \(x=36.90\), and the right side is \(\ln[10^{15}\times786.1/(2\times36.90)]=36.90\), as required. The first-order peak is at 786 K (513 °C) for every coverage.

Now keep \(E\), \(\nu\) and \(\beta\) fixed and impose a hypothetical second-order law:

- \(\theta_0=1\): 785.1 K
- \(\theta_0=0.5\): 799.3 K
- \(\theta_0=0.2\): 818.9 K
- \(\theta_0=0.1\): 834.3 K
- \(\theta_0=0.05\): 850.3 K

The total shift is 65 K. At \(\theta_0=0.2\), \(x=36.90\times786.1/818.9=35.4\), so the approximate slope is \(-818.9/37.4=-21.9\) K per unit of \(\ln\theta_0\), or about 15 K for each halving of the coverage. As a test, the rate equations were integrated numerically from 500 K, without using the peak conditions. For all five coverages and both orders the maxima agreed with the formulas to within 0.01 K.

**Q.** At full coverage the two orders give nearly the same peak. Is that a coincidence?

**A.** It follows from using the same \(\nu\) and measuring coverage per site. At \(\theta_0=1\) the second-order condition is \(y(2-g)=1\), and with \(g=0.95\) the extra factor is 1.05. Since \(d\ln y/dT=(x+2)/T\), this lowers the peak by about \(\ln(1.05)\times786/38.9\approx1\) K. One spectrum at full coverage therefore cannot give the order from its peak position.

The high-temperature sides do differ. The second-order rate is

\[
r=\frac{\nu e^{-x}}{(1/\theta_0+g\,y)^2},
\]

which forgets \(\theta_0\) once \(\theta_0\,g\,y\gg1\): the curves merge into a common tail. At 900 K the curve for \(\theta_0=0.5\) has 0.985 of the height of that for \(\theta_0=1\). For first order, \(\theta=\theta_0e^{-gy}\), and the ratio stays at 0.5 throughout.

**Q.** Hydrogen leaves silicon as H₂, so two atoms do recombine. Yet I am told that Si(100) is close to first order.

**A.** This is where "it needs two adsorbates" fails as an explanation. The rate is proportional to the number of *reactive pairs*. If atoms sit at random, the chance that both sites of a pair are filled is \(\theta^2\). If they are already paired, the number of pairs is proportional to \(\theta\), and recombination is first order.

Si(100) has surface dimers, each able to hold two H atoms. Let \(n_0,n_1,n_2\) be the fractions of dimers holding 0, 1 and 2 atoms, so that \(n_0+n_1+n_2=1\) and \(\theta=n_2+n_1/2\). Suppose that turning two singly occupied dimers into one full and one empty dimer releases an energy \(\varepsilon\). Random filling has \(n_2=\theta^2\), \(n_1=2\theta(1-\theta)\), \(n_0=(1-\theta)^2\), hence \(n_0n_2/n_1^2=1/4\). In equilibrium on the surface, with no other interactions, the pairing energy changes this to

\[
\frac{n_0n_2}{n_1^2}=\frac K4,\qquad K=e^{\varepsilon/kT}.
\]

Put \(u=n_1/2=\theta-n_2\). Then \(n_2=\theta-u\) and \(n_0=1-2u-(\theta-u)=1-\theta-u\), so

\[
(1-\theta-u)(\theta-u)=Ku^2\;\;\Rightarrow\;\;(K-1)u^2+u=\theta(1-\theta).
\]

Assume that H₂ forms from the two atoms of one dimer. Desorption from full dimers then gives \(r=\nu n_2e^{-x}\). Three limits are instructive:

- \(K=1\): \(u=\theta(1-\theta)\), so \(n_2=\theta^2\), which is second order.
- \(K\to\infty\) at fixed \(\theta\): \(u\to0\), so \(n_2\to\theta\), which is first order.
- \(K\theta\ll1\): nearly all atoms are single, \(n_1\approx2\theta\) and \(n_0\approx1\), so \(n_2\approx K\theta^2\). The order returns to two, with apparent barrier \(E-\varepsilon\), because \(Ke^{-E/kT}=e^{-(E-\varepsilon)/kT}\).

**Q.** How far does the peak move with a realistic pairing energy?

**A.** With the rough value \(\varepsilon=0.25\) eV, \(K\approx40\) at 786 K. Keeping everything else fixed, the peak moves from 786.5 K at \(\theta_0=1\) to 797.5 K at \(\theta_0=0.05\), a shift of 11 K. With \(\varepsilon=0\) the same two-atom reaction shifts by 65 K, and with \(\varepsilon=1\) eV by 0.03 K. The local order \(d\ln n_2/d\ln\theta\) at 786 K is 1.16 at \(\theta=0.5\), 1.35 at 0.05 and 1.75 at 0.005, approaching two in the dilute limit. It also rises towards two very close to \(\theta=1\), where the few empty sites lie mostly on different dimers.

**Q.** I usually plot \(\ln(\theta_0T_p^2)\) against \(1/T_p\) to get the barrier. Is that safe?

**A.** For true second order, yes. The logarithm of the boxed condition is

\[
\ln(\theta_0T_p^2)=\frac{E}{kT_p}-\ln(2-g)-\ln\frac{\nu k}{\beta E}.
\]

With \(\ln(2-g)\approx2/x=2kT_p/E\), whose derivative with respect to \(1/T_p\) is \(-2kT_p^2/E\), the slope is \((E/k)(1+2/x^2)\). To this order the predicted bias is 0.16 % of \(E\); a fit to the five integrated peaks gives 2.503 eV, which is 0.13 % high. The difference comes from higher terms in \(1/x\). Measurement error matters more than this bias: a random scatter of 1 K in these five peak temperatures gives an uncertainty of about 0.05 eV.

For the partly paired layer the plot fails badly. Between \(\theta_0=1\) and 0.05 the ordinate changes by \(\ln20-2\ln(797.5/786.5)=2.97\) in magnitude, while \(1/T_p\) changes by \(1.75\times10^{-5}\) K⁻¹. With \(k=8.62\times10^{-5}\) eV/K this gives an apparent barrier of about 15 eV instead of 2.5 eV, as an average over a curved plot whose local slope falls from about 22 eV at high coverage to about 10 eV at low. A nonsensically large barrier from this plot is a sign that the assumed rate law is wrong, either in its order or in taking the barrier and prefactor to be independent of coverage.

**Q.** If I see a shift of 10 K, can I then conclude that pairing is incomplete?

**A.** Not from the shift alone. Take strict first order, but let adsorbate repulsion lower the barrier by \(0.05\,\theta\) eV, a value chosen for illustration. The peak is then at 774.3 K for \(\theta_0=1\) and 785.0 K for \(\theta_0=0.1\), an 11 K shift although the factor \(\theta^n\) in the rate law still has \(n=1\). Low coverage separates the two causes. The repulsive term vanishes with \(\theta\), so the peak settles at 786.1 K, whereas incomplete pairing makes the shift per halving of coverage grow: from 1.7 K between \(\theta_0=1\) and 0.5 to 3.9 K between 0.1 and 0.05.

**Q.** How does the model compare with a real Si(100) experiment?

**A.** Monohydride desorption from Si(100) is close to first order and peaks very roughly near 800 K at ramps of a few K/s, so the parameters are in the right regime. Of the departures from ideal first order estimated here, incomplete pairing and a coverage-dependent barrier are the largest, about 10 K each, though the second figure rests on the illustrative 0.05 eV. A chamber of 30 L pumped at 100 L/s has a response time of 0.30 s and delays the first-order peak by 0.6 K. For a 1 cm² sample and a sticking probability of \(10^{-4}\), a deliberately generous guess, about \(4\times10^{-5}\) of the desorbed gas returns, shifting the peak by some 0.001 K.

Surface mixing is less secure. Hydrogen hops mainly along the dimer rows, so its motion is nearly one-dimensional. With a rough hopping barrier of 1.7 eV and attempt rate \(10^{13}\) s⁻¹, an atom makes about 1300 hops in its first-order lifetime of 10.7 s at 786 K, a random-walk reach of about 37 sites along the row. At the first-order peak for \(\theta_0=0.05\) there is one atom per 52 sites, which is one per 26 dimers along a row. The reach is comparable with this spacing, not far larger, so complete mixing cannot be taken for granted at the lowest coverage. Nor does this estimate show that pairing equilibrium fails: both partners move, and an atom needs only to find a neighbour, not to explore the whole row. The peaks quoted for partial pairing assume that equilibrium; a simulation of hopping along the rows would test it. The model also leaves out desorption paths that join atoms from neighbouring dimers. This matters: if two adjacent full dimers were needed, the rate would go as \(n_2^2\) for independent dimers, which is second order even with complete pairing. Pairing within a dimer is therefore one route to first order, not a demonstrated cause for real Si(100). Also left out are coverages above \(\theta=1\), where dihydride forms.

**Q.** Does the order matter for growth, where I hold the temperature fixed?

**A.** For clearing a layer during a pause in the gas supply, yes, most of all for the last occupied sites. At 786 K the rate constant is \(\kappa=\nu e^{-x}=1/(10.7\ \text{s})\). With no fresh hydrogen arriving, first order gives \(\theta=\theta_0e^{-\kappa t}\), and going from \(\theta=1\) to 0.05 takes \(10.7\ln20\approx32\) s. Second order gives \(1/\theta=1/\theta_0+\kappa t\), and the same step takes \(10.7\times(20-1)\approx200\) s. The cause is the one that moves the peak: under a second-order law each remaining atom leaves more slowly as its potential partners disappear. For the partly paired layer with \(\varepsilon=0.25\) eV, integrating \(d\theta/(\kappa n_2)\) gives about 44 s, much closer to first order, provided pairing stays in equilibrium. These times describe a pause without gas supply; during growth, the arriving hydrogen must be added to the balance, and the order then matters less. In a simple steady state \(a(1-\theta)^2=\kappa\theta^n\), with supply rate \(a\) onto pairs of free sites, \(a=\kappa\) gives rates of \(0.38\kappa\) for first order and \(0.25\kappa\) for second, a factor of about 1.5. The factor tends to 1 both for \(a\gg\kappa\), where \(\theta\to1\), and for \(a\ll\kappa\), where the supply sets the rate. The numerical output below lists the peak temperatures and the lifetime used here.

## Computed values

```
Barrier E = 2.50 eV, prefactor nu = 1.0e+15 1/s
Heating rate = 2.0 K/s, pairing energy = 0.25 eV
First-order peak, formula = 786.12 K
x = E/kT at that peak = 36.90, g = 0.9498
Spread of integrated first-order peaks = 0.0000 K
First order: fraction left at peak = 0.3868
Second order: theta0, Tp formula (K), Tp integrated (K), left/theta0
  1.00  785.13  785.13  0.5251
  0.50  799.33  799.33  0.5255
  0.20  818.89  818.89  0.5261
  0.10  834.32  834.32  0.5265
  0.05  850.32  850.32  0.5270
Second-order shift, theta0 1 to 0.05 = 65.18 K
dTp/dln(theta0) at 0.2: formula = -21.853 K
dTp/dln(theta0) at 0.2: integrated = -21.853 K
Second order, theta0=1, with g set to 1: Tp = 786.12 K
Rate ratio theta0 0.5/1 at 900 K, first order = 0.5000
Rate ratio theta0 0.5/1 at 900 K, second order = 0.9851
E from ln(theta0*Tp^2) plot = 2.5032 eV
Predicted relative bias of that E = 0.159 %
Random placement at theta=0.3: pair fraction = 0.0897
K = exp(eps/kT) at first-order peak = 40.1
Partial pairing: theta0, Tp (K)
  1.00  786.50
  0.50  788.20
  0.20  790.82
  0.10  793.58
  0.05  797.49
Shift, theta0 1 to 0.05, eps=0.00 eV: 65.18 K
Shift, theta0 1 to 0.05, eps=0.25 eV: 10.99 K
Shift, theta0 1 to 0.05, eps=1.00 eV: 0.03 K
Local order at theta=0.500, eps=0.25 eV: 1.158
Local order at theta=0.050, eps=0.25 eV: 1.345
Local order at theta=0.005, eps=0.25 eV: 1.750
Barrier lowered by 0.05 eV * theta, first order:
  Tp at theta0=1: 774.28 K, at 0.1: 784.95 K
Pumping time = 0.30 s, peak lag = 0.59 K
Readsorbed/desorbed (sticking 1e-04) = 4.4e-05
Peak shift from readsorption = 9.0e-04 K
Atom lifetime at first-order peak = 10.7 s
Hops in that time (barrier 1.7 eV, 1e13 1/s) = 1345
Random-walk reach = 37 sites
Sites per atom at peak, theta0=0.05 = 52
```
